# Rotational heat capacities of para, ortho, equilibrium and frozen hydrogen

## Problem

The measured rotational heat capacity of ordinary hydrogen gas rises smoothly with temperature, from nearly zero below roughly 50 K to nearly $R$ at room temperature. The gas is prepared at room temperature and cooled without a catalyst.

Treat H$_2$ as an ideal gas in its electronic and vibrational ground states. The rotational energies $E_J$, divided by Boltzmann's constant $k$ and so expressed in kelvin, are

| $J$ | 0 | 1 | 2 | 3 | 4 | 5 |
|---|---|---|---|---|---|---|
| $E_J$ (K) | 0 | 169.980 | 508.393 | 1012.195 | 1676.938 | 2496.898 |

They come from a full-CI/cc-pVTZ potential curve and the radial equation for the nuclei, with half the proton mass as reduced mass. The digits are kept so that the arithmetic can be followed; the finite basis, the fitted potential and the fixed-nuclei approximation make the levels less accurate than the figures shown, and all results below are those of this model. The measured $J=1$ level, about 118.5 cm$^{-1}$ or 170.5 K, lies 0.3% higher. With measured levels the para maximum found below moves from 167 to 168 K, the equilibrium peak from 48.9 to 49.0 K, and the frozen 3:1 value at 150 K from $0.555R$ to $0.553R$.

(a) Find the heat capacities of para and ortho hydrogen, of a frozen mixture, and of a gas in para–ortho equilibrium.

(b) Evaluate all four at 150 K, taking the frozen ortho:para ratio as 3:1.

(c) Compare the curves. Which of them rise steadily, and does a steady rise by itself establish the ratio 3:1?

(d) Explain the high-temperature behaviour with the rigid rotor, then include centrifugal stretching.

## Solution

### (a) Four heat capacities

Protons are fermions, so exchanging them must reverse the sign of the total wavefunction. The electronic and vibrational ground states are unchanged by the exchange, while the rotational function acquires $(-1)^J$. Even $J$ therefore requires the antisymmetric nuclear singlet (para, one spin state), and odd $J$ the symmetric triplet (ortho, three spin states). Define

$$q_p=\sum_{J\ \rm even}(2J+1)e^{-E_J/T},\qquad q_o=\sum_{J\ \rm odd}(2J+1)e^{-E_J/T}.$$

The factor 3 is kept outside $q_o$. It cancels from averages within pure ortho hydrogen.

For either species let $U$ be the mean energy in kelvin. Since $d(e^{-E/T})/dT=(E/T^2)e^{-E/T}$,

$$U=\langle E\rangle=T^2\frac{d\ln q}{dT}.$$

Differentiating the numerator and the denominator of $\langle E\rangle$ gives

$$\frac{C}{R}=\frac{dU}{dT}=\frac{\langle E^2\rangle-\langle E\rangle^2}{T^2}.\tag{1}$$

In a frozen gas the ortho fraction $f$ does not change during heating. The energy is $(1-f)U_p+fU_o$, so

$$C_{\rm frozen}=(1-f)C_p+fC_o.\tag{2}$$

At equilibrium the fractions follow the total weights:

$$f_o=\frac{3q_o}{q_p+3q_o},\qquad f_p=1-f_o.$$

Their temperature dependence follows from $\ln(f_o/f_p)=\ln3+\ln q_o-\ln q_p$. The derivative of the left side is $f_o'/f_o+f_o'/f_p=f_o'/(f_of_p)$, and that of the right side is $(U_o-U_p)/T^2$. Hence

$$\frac{df_o}{dT}=f_of_p\frac{U_o-U_p}{T^2}.$$

Differentiating $f_pU_p+f_oU_o$, with $f_p'=-f_o'$, gives

$$\frac{C_{\rm eq}}R=f_p\frac{C_p}R+f_o\frac{C_o}R+f_of_p\left(\frac{U_o-U_p}{T}\right)^2.\tag{3}$$

The last term is the heat absorbed in converting para molecules into ortho molecules. It is absent from equation (2).

### (b) Values at 150 K

The weights $(2J+1)e^{-E_J/T}$ are 1, 0.1686637 and 0.0001256 for $J=0,2,4$. Thus $q_p=1.168789$, and

$$U_p=\frac{0.1686637(508.393)+0.0001256(1676.938)}{1.168789}=73.54\ {\rm K}.$$

The same weights give $\langle E^2\rangle_p=37600$ K$^2$, so

$$\frac{C_p}{R}=\frac{37600-73.54^2}{150^2}=1.431.$$

For ortho the weights are 0.9660053, 0.0082128 and 0.0000006 for $J=1,3,5$, with sum $q_o=0.974219$. A variance does not depend on the zero of energy, so energies may be measured from $J=1$. The mean is then 7.10 K and the mean square 5983 K$^2$:

$$U_o=169.98+7.10=177.08\ {\rm K},\qquad
\frac{C_o}{R}=\frac{5983-7.10^2}{150^2}=0.264.$$

For the frozen 3:1 gas, equation (2) with $f=3/4$ gives

$$\frac{C_{3:1}}R=\frac{1.4307}{4}+\frac{3(0.2637)}4=0.555,$$

or 4.62 J/(mol K). Translation adds $3R/2$, making $C_V=17.09$ J/(mol K).

At equilibrium,

$$f_o=\frac{3(0.974219)}{1.168789+3(0.974219)}=0.7143,$$

and equation (3) becomes

$$\frac{C_{\rm eq}}R=0.2857(1.4307)+0.7143(0.2637)
+0.7143(0.2857)\left(\frac{103.54}{150}\right)^2=0.694.$$

The conversion term contributes 0.097 of this.

### (c) Which curves rise steadily?

Repeating the calculation with levels up to $J=15$ gives $C/R$:

| $T$ (K) | para | ortho | equilibrium | frozen 3:1 |
|---|---|---|---|---|
| 50 | 0.020 | 0.000 | 2.066 | 0.005 |
| 100 | 0.753 | 0.036 | 0.883 | 0.216 |
| 150 | 1.431 | 0.264 | 0.694 | 0.555 |
| 200 | 1.394 | 0.577 | 0.803 | 0.782 |
| 250 | 1.212 | 0.806 | 0.910 | 0.908 |
| 298.15 | 1.101 | 0.924 | 0.969 | 0.969 |
| 400 | 1.028 | 1.004 | 1.010 | 1.010 |

Para hydrogen has a maximum of $1.468R=12.20$ J/(mol K) at 167 K. The equilibrium gas has a peak of $2.069R=17.20$ J/(mol K) at 48.9 K, followed by a minimum of $0.690R=5.74$ J/(mol K) at 142 K. Neither has the observed shape.

Conversion supplies 99.4% of the equilibrium peak. Keeping just $J=0$, with weight 1, and $J=1$, with weight $3\times3=9$, shows its origin. With $\delta=E_1/T=169.98/48.90=3.476$, the variance of this two-level system gives

$$\frac CR\simeq\delta^2\frac{9e^{-\delta}}{(1+9e^{-\delta})^2}=2.06.$$

The frozen 3:1 curve keeps rising after para has passed its maximum because the rise of ortho outweighs the fall of para. Between 200 and 250 K the para part changes by $(1.212-1.394)/4=-0.046$, and the ortho part by $3(0.806-0.577)/4=+0.172$. On a 1 K grid from 20 to 600 K the 3:1 curve rises at every step.

The pure ortho curve also rises at every step, so a steady rise does not by itself establish 3:1. Among frozen mixtures, the smallest ortho fraction for which the curve rises throughout 20–300 K is about 0.49.

The ratio is fixed by the preparation. At 298.15 K the equilibrium ortho:para ratio is 2.988. Without a catalyst, conversion is slow compared with cooling and measurement, so this composition survives. Hence, of the three candidates para, equilibrium and frozen 3:1, only the last, Dennison's mixture, has the observed shape; pure ortho is excluded by the preparation. The magnitude also distinguishes them: at 150 K the model gives $0.555R$ for 3:1 and $0.264R$ for ortho. The frozen description fails if a catalyst is present or if the cold gas is kept long enough to convert.

### (d) High temperature

**Splitting between the species.** For a rigid rotor $E_J=\theta J(J+1)$, where $\theta=hcB/k$ and $B$ is the rotational constant in wavenumbers. Put $t=T/\theta$ and $b=1/t$. Let $q=q_p+q_o$ and $S=q_p-q_o$. With $n=J+\frac12$ we have $J(J+1)=n^2-\frac14$ and $(-1)^J=\sin\pi n$. The terms of $S$ are even in $n$, so the sum over $J\ge0$ is half the sum over all half-integers:

$$S=e^{b/4}\sum_{n\in\mathbb Z+1/2}n\sin(\pi n)e^{-bn^2}.$$

Poisson's formula for half-integers is

$$\sum_n g(n)=\sum_{m\in\mathbb Z}(-1)^m\int_{-\infty}^{\infty}g(u)e^{2\pi imu}\,du.$$

The integral needed is

$$I(a)=\int_{-\infty}^{\infty}u\sin(au)e^{-u^2/t}du
=-\frac{d}{da}\left[\sqrt{\pi t}\,e^{-a^2t/4}\right]
=\frac{at}{2}\sqrt{\pi t}\,e^{-a^2t/4}.$$

The $m=0$ term is $I(\pi)$. Since $\sin\pi u\cos2\pi u=\frac12(\sin3\pi u-\sin\pi u)$, the terms $m=\pm1$ together give $I(\pi)-I(3\pi)$. All remaining contributions contain $e^{-9\pi^2t/4}$ or smaller exponentials. Dropping them,

$$S\simeq2e^{b/4}I(\pi)=e^{b/4}(\pi t)^{3/2}e^{-\pi^2t/4}.$$

For $q$ the summand is $F(n)=2ne^{-bn^2}$, multiplied by $e^{b/4}$. The midpoint Euler–Maclaurin formula, with $F'(0)=2$ and $F'''(0)=-12b$, gives

$$q=e^{b/4}\left[\int_0^\infty F\,dn+\frac{F'(0)}{24}-\frac{7F'''(0)}{5760}+\cdots\right]
=e^{b/4}\left[\frac1b+\frac1{12}+\frac{7b}{480}+\cdots\right].$$

Expanding the exponential,

$$q=\frac1b\left(1+\frac b3+\frac{b^2}{15}+\cdots\right).$$

In these variables $U/\theta=-d\ln q/db$ and $dT=-\theta\,db/b^2$, so $C/R=b^2\,d^2\ln q/db^2$. Because $\ln q=-\ln b+b/3+(1/15-1/18)b^2+\cdots$, and the last coefficient is $1/90$, the heat capacity belonging to $q$ is

$$\frac{C_{\rm all}}R=1+\frac1{45t^2}+O(t^{-3}).$$

Now set $r=S/q$. Then $q_p=q(1+r)/2$ and $q_o=q(1-r)/2$. To first order in $r$ their logarithms differ from $\ln q-\ln2$ by $+r$ and $-r$, so

$$C_p=C_{\rm all}+\Delta,\qquad C_o=C_{\rm all}-\Delta,\qquad \Delta/R=b^2r''.$$

With the leading approximation $q\simeq e^{b/4}/b$ and $c=\pi^2/4$, we have $r\simeq\pi^{3/2}b^{-1/2}e^{-c/b}$. Two differentiations give

$$r''=r\left[\left(\frac c{b^2}-\frac1{2b}\right)^2-\frac{2c}{b^3}+\frac1{2b^2}\right],$$

$$\frac\Delta R\simeq\pi^{3/2}t^{1/2}e^{-ct}\left(c^2t^2-3ct+\frac34\right).$$

At $t=5$ this gives 0.00633, against 0.00620 from the direct sums. The first-order form needs $t\gtrsim3$: the mean of $C_p$ and $C_o$ lies below $C_{\rm all}$ by $0.003R$ at $t=3$ but by $0.09R$ at $t=2$.

To the same first order in $r$, equation (2) becomes

$$C_{\rm frozen}=C_{\rm all}+(1-2f)\Delta.$$

At large $t$, $\Delta$ is positive and decreasing. A mixture with $f<1/2$ thus lies above $C_{\rm all}$ and approaches it downwards; one with $f>1/2$ lies below and approaches it upwards. This fixes only the position relative to $C_{\rm all}$; whether the curve itself rises also depends on the slope of the $f=1/2$ curve. Equation (2) can be written exactly as $C_{\rm frozen}=\frac12(C_p+C_o)+(1-2f)\,\frac12(C_p-C_o)$. With the computed levels, between 250 and 298.15 K the half-difference falls from $0.203R$ to $0.088R$, while the mean rises by only $0.0036R$. A rise over this interval requires $(1-2f)(0.115)<0.0036$, or $f>0.48$. The critical fraction for 20–300 K is therefore near one half because the half-difference changes much faster than the mean near 300 K, where the condition is most severe, and slightly below one half because the mean is still rising there. That rise comes from the stretching treated below: for a rigid rotor with $\theta=85.12$ K the critical fraction is 0.500.

The equilibrium gas has $q_p+3q_o=2q(1-r/2)$, and hence $C_{\rm eq}\simeq C_{\rm all}-\Delta/2$. This is the frozen result for $f=3/4$, which is why those two columns merge.

**Stretching.** Once $\Delta$ has become negligible, the rigid 3:1 curve follows the falling tail $1/(45t^2)$. It therefore has a maximum, where the decay of $\Delta/2$ balances the fall of the tail. Direct sums place it at $t=6.83$ or 581 K, only $4.6\times10^{-4}R$ above $R$. In the rigid model the rise is not strictly monotonic.

A real molecule stretches as it rotates. With $x=J(J+1)$, the energy in wavenumbers is approximately $Bx-Dx^2$. Matching $J=1$ and $J=2$ gives $B=59.16$ cm$^{-1}$, $D=0.0448$ cm$^{-1}$ and $\theta=85.12$ K. To first order in $d=D/B$, each Boltzmann factor is multiplied by $1+bdx^2$, so $\ln q$ increases by $bd\langle x^2\rangle$. At leading order $q\simeq1/b$ and $\langle x^2\rangle=q''/q\simeq2/b^2$. The increase is $2d/b$, and

$$\frac{\delta C}R=b^2\frac{d^2}{db^2}\frac{2d}{b}=\frac{4d}{b}=4\frac DB\,t.$$

At 600 K this is $4(0.04478/59.16)(600/85.12)=0.0213$; the computed levels give 0.0218. The closeness is partly a cancellation: summing $Bx-Dx^2$ directly gives 0.0232, and the positive $x^3$ term in the levels lowers this again. The slope per unit $t$ is $4D/B=0.0030$. At the rigid maximum the tail falls with slope of size $2/(45t^3)=1.4\times10^{-4}$ at leading order, or $1.7\times10^{-4}$ with the higher terms, about twenty times smaller. Stretching therefore removes the maximum, in agreement with the steady rise found up to 600 K. This statement concerns the rotational levels of the vibrational ground state. In the real gas vibrational excitation, omitted here, already matters on this fine scale: with a vibrational quantum near 6000 K it adds roughly $(6000/600)^2e^{-10}R\approx0.005R$ at 600 K, and more at higher temperatures.

The numerical check compares these formulas with energy derivatives and direct sums over levels.

## Computed results

```
H2, full CI/cc-pVTZ, v=0 rotational levels
reduced mass = 918.0763 electron masses
J=0: E = 0.000 cm^-1; E/k = 0.000 K
J=1: E = 118.142 cm^-1; E/k = 169.980 K
J=2: E = 353.351 cm^-1; E/k = 508.393 K
J=3: E = 703.511 cm^-1; E/k = 1012.195 K
J=4: E = 1165.530 cm^-1; E/k = 1676.938 K
J=5: E = 1735.431 cm^-1; E/k = 2496.898 K
B = 59.1605 cm^-1; D = 0.04478 cm^-1
theta = B/k = 85.1187 K
C/R: T(K), para, ortho, equilibrium, frozen 3:1
  25.00 0.00000 0.00000 0.45461 0.00000
  50.00 0.01983 0.00003 2.06605 0.00498
  75.00 0.25848 0.00391 1.37565 0.06755
 100.00 0.75339 0.03637 0.88255 0.21562
 150.00 1.43073 0.26369 0.69429 0.55545
 200.00 1.39405 0.57741 0.80260 0.78157
 250.00 1.21197 0.80621 0.91022 0.90765
 298.15 1.10096 0.92440 0.96884 0.96854
 400.00 1.02764 1.00372 1.00970 1.00970
 600.00 1.02251 1.02214 1.02224 1.02224
Details at 150 K
J=0: (2J+1)exp(-E/kT) = 1.0000000
J=1: (2J+1)exp(-E/kT) = 0.9660053
J=2: (2J+1)exp(-E/kT) = 0.1686637
J=3: (2J+1)exp(-E/kT) = 0.0082128
J=4: (2J+1)exp(-E/kT) = 0.0001256
J=5: (2J+1)exp(-E/kT) = 0.0000006
para: q = 1.168789; U/R = 73.5446 K
ortho: q = 0.974219; U/R = 177.0813 K
equilibrium ortho fraction = 0.71433
conversion contribution C/R = 0.09722
frozen C_rot = 4.618 J/(mol K)
frozen C_V with translation = 17.090 J/(mol K)
Extrema and composition
para maximum: T = 167.45 K; C/R = 1.46757; C = 12.202 J/(mol K)
equilibrium maximum: T = 48.90 K; C/R = 2.06900; C = 17.203 J/(mol K)
equilibrium minimum: T = 141.54 K; C/R = 0.69003; C = 5.737 J/(mol K)
conversion share at equilibrium maximum = 99.38 %
equilibrium ortho:para at 298.15 K = 2.9883
critical ortho fraction, 20-300 K = 0.4886
Rigid-rotor comparison
3:1 maximum: t = 6.830; T = 581.3 K
3:1 maximum: C/R - 1 = 4.554e-04
t=5: half-splitting/R direct 6.2021e-03, formula 6.3322e-03
t=8: half-splitting/R direct 1.3789e-05, formula 1.3954e-05
stretching at 600 K: direct C/R = 0.02179
stretching at 600 K: formula C/R = 0.02134
monotonic-grid range = 20 to 600 K
smallest frozen rise per K, C/R = 1.506e-08
```
